# The Hydrogen 1S Bethe Logarithm from Pseudostates with Spread Exponents

## Result and conditions

For the 1S state of nonrelativistic hydrogen, with a fixed point nucleus and dipole coupling to the radiation field, the Bethe logarithm is

\[
\beta=\ln\frac{k_0}{\mathrm{Ry}}=\frac ND=2.984129,
\]
\[
N=\sum_n|p_n|^2\omega_n\ln(2\omega_n),\qquad D=\sum_n|p_n|^2\omega_n=2 .
\]

Hartree atomic units are used. Here \(\omega_n=E_n-E_0\), the sum includes the continuum, and \(|p_n|^2\) is the squared momentum matrix element with 1S, summed over components and magnetic states. The factor 2 in the logarithm appears because 1 Ry is half a hartree.

A basis of 84 radial functions \(r^ae^{-\lambda r}\), with \(\lambda\) from 1 to \(2^{34}\), gives \(\beta\) with an absolute error of about \(1.5\times10^{-9}\). With the single exponent \(\lambda=1\) and \(M\) functions, the error falls only like \((\ln M)/M\), and extrapolating the cutoff estimate (1) below with \(K=4M/\pi\) (acceleration form) suggests that about \(2\times10^9\) functions would be needed for an error of \(5\times10^{-8}\). The cause is a slowly decaying tail at high electron momentum.

## Origin of the sum

Let \(\kappa\) be the photon energy. With \(c=1/\alpha\), the squared coupling to one mode in a volume \(V\) is \((2\pi/V\kappa)|\boldsymbol\epsilon\cdot\mathbf p_n|^2\). The mode density is \(V\alpha^3\kappa^2d\kappa\,d\Omega/(2\pi)^3\), and summing over polarizations and directions gives \(8\pi|p_n|^2/3\). Second-order perturbation theory up to a photon energy \(\Lambda\) therefore gives

\[
\Delta E=-\frac{2\alpha^3}{3\pi}\int_0^\Lambda d\kappa\,
\sum_n|p_n|^2\frac{\kappa}{\omega_n+\kappa}.
\]

A free electron has the same expression with the fraction replaced by 1. That part belongs to the observed mass and is subtracted. Since \(\kappa/(\omega_n+\kappa)-1=-\omega_n/(\omega_n+\kappa)\), the remainder for large \(\Lambda\) is

\[
\Delta E=\frac{2\alpha^3}{3\pi}\sum_n|p_n|^2\omega_n\ln\frac{\Lambda}{\omega_n}
=\frac{4\alpha^3}{3\pi}\left[\ln(2\Lambda)-\beta\right].
\]

Some continuum states always have \(\omega_n>\Lambda\), but the terms dropped here change the bracket only by about \(8/\sqrt{2\Lambda}\), which vanishes as \(\Lambda\) grows.

The last step uses \(D=2\). To prove it, write \(D=\sum_i\langle p_i(H-E_0)p_i\rangle\). Because \((H-E_0)\psi_0=0\), this equals both \(\sum_i\langle p_i[H,p_i]\rangle\) and \(-\sum_i\langle[H,p_i]p_i\rangle\). Averaging the two, with \([H,p_i]=i\partial_iV\), gives

\[
D=\tfrac12\sum_i\langle[p_i,[H,p_i]]\rangle
=\tfrac12\langle\nabla^2V\rangle=2\pi|\psi_0(0)|^2=2,
\]

since \(V=-1/r\) and \(|\psi_0(0)|^2=1/\pi\). For a state that vanishes at the nucleus, \(D=0\) and this definition of \(\beta\) fails. For S states with principal number 3 or more, lower p states give negative \(\omega_n\), and the logarithm contains \(|\omega_n|\). For 2S no p state lies lower; the degenerate 2P state has \(\omega_n=0\) and contributes nothing.

## The source function

The ground state is \(\psi_0=e^{-r}/\sqrt\pi\), so \(\mathbf p\psi_0=i\hat{\mathbf r}\psi_0\). Its \(z\) component is, up to the phase, \(\cos\theta\,e^{-r}/\sqrt\pi=(2/\sqrt3)e^{-r}Y_{10}\). Three components with weight \(1/3\) each give

\[
|p_n|^2=\left(\int_0^\infty u_n\phi\,dr\right)^2,\qquad \phi=2re^{-r},
\]

where \(u_n\) is \(r\) times the radial function. The direction \(\hat{\mathbf r}\) is undefined at the nucleus, and \(\phi\) starts as \(r\), whereas regular p functions start as \(r^2\). Resolving this mismatch requires short lengths.

For p waves the operator \(A=H-E_0\) is

\[
A=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12 .
\]

Using \(\phi''=2(r-2)e^{-r}\), its four terms on \(\phi\) are \((2-r)e^{-r}\), \(2e^{-r}/r\), \(-2e^{-r}\) and \(re^{-r}\). Their sum is

\[
g=A\phi=\frac{2e^{-r}}r ,
\]

which is the radial part of the gradient \(\nabla V\) (minus the force) acting on \(\psi_0\).

## Reference from the true spectrum

The matrix elements with Coulomb p states follow from one integral. Expanding the confluent series and using \((4)_m=(3+m)!/3!\),

\[
\int_0^\infty r^3e^{-sr}F(a;4;qr)\,dr
=\frac6{s^4}\sum_m\frac{(a)_m}{m!}\left(\frac qs\right)^m
=6s^{a-4}(s-q)^{-a},
\]

extended by analytic continuation where the series diverges.

A continuum state normalized per unit momentum \(k\) is \(u_k=C r^2e^{-ikr}F(2+i/k;4;2ikr)\). Normalization per unit momentum requires the asymptotic amplitude \(\sqrt{2/\pi}\). The large-\(r\) form of \(F\) then fixes \(C=\sqrt{2/\pi}\,2k^2e^{\pi/2k}|\Gamma(2+i/k)|/3!\), and \(|\Gamma(2+iy)|^2=(1+y^2)\pi y/\sinh\pi y\) with \(y=1/k\) gives

\[
C^2=\frac{4k(1+k^2)}{9(1-e^{-2\pi/k})}.
\]

Setting \(s=1+ik\), \(q=2ik\) and \(a=2+i/k\),

\[
p_k=\frac{12C}{(1+k^2)^2}\left(\frac{1+ik}{1-ik}\right)^{i/k}
=\frac{12C\,e^{-2\arctan(k)/k}}{(1+k^2)^2}.
\]

Squaring and multiplying by \(\omega=(1+k^2)/2\) yields

\[
\frac{dD}{dk}=\frac{32k}{(1+k^2)^2}\,
\frac{e^{-4\arctan(k)/k}}{1-e^{-2\pi/k}} .
\]

The bound state with principal number \(n\) is \(C_nr^2e^{-r/n}F(2-n;4;2r/n)\), with \(C_n^2=4(n^2-1)/(9n^5)\). The same integral with \(s=1+1/n\) and \(q=2/n\) gives its contribution

\[
D_n=\frac{32}{n^3(1-1/n^2)^2}\left(\frac{n-1}{n+1}\right)^{2n}.
\]

Summation and quadrature give \(D=0.135316+1.864684=2.000000\) and \(N=-0.028990+5.997247=5.968257\), bound part first. The bound part of \(N\) is negative because bound excitation energies lie below 1 Ry. Thus \(\beta=5.968257/2=2.984129\). The oscillator strengths \(f_n=2|p_n|^2/(3\omega_n)\) add to \(0.565004+0.434996=1\), as they must, which checks the normalization.

## The tail that controls convergence

For large \(k\), \(e^{-4\arctan(k)/k}\to1\) and \(1-e^{-2\pi/k}\to2\pi/k\). Hence \(dD/dk\to16/(\pi k^2)\), while \(\ln(2\omega)\to2\ln k\). Omitting momenta above \(K\) removes, at leading order,

\[
\delta D=\frac{16}{\pi K},\qquad
\delta N=\frac{16}\pi\int_K^\infty\frac{2\ln k}{k^2}dk
=\frac{16}{\pi K}(2\ln K+2).
\]

The truncated ratio is \((N-\delta N)/(2-\delta D)\). Since \(N=2\beta\), the loss of \(\beta\) is \((\delta N-\beta\,\delta D)/(2-\delta D)\), or to first order

\[
\delta\beta\simeq\frac8{\pi K}(2\ln K+2-\beta). \tag{1}
\]

At \(K=1000\) the loss is 0.032711 and (1) gives 0.032675. At \(K=10\) they are 1.059 and 0.922, so the leading law is then only a rough guide.

## One exponent, solved analytically

Take the Laguerre functions

\[
v_j=N_jr^2e^{-r}L_j^{(3)}(2r),\quad N_j^2=\frac{16\,j!}{(j+3)!},\quad j=0,\dots,M-1 .
\]

Each \(v_j\) is a p state of energy \(-\tfrac12\) for nuclear charge \(j+2\) and principal number \(j+2\). Therefore \(Av_j=[(j+1)/r]v_j\). Laguerre orthogonality gives \(\int v_iv_j\,dr/r=\delta_{ij}\), so the matrix of \(A\) is diagonal with elements \(j+1\). With \(x=2r\), the recurrence

\[
xL_j^{(3)}=(2j+4)L_j^{(3)}-(j+1)L_{j+1}^{(3)}-(j+3)L_{j-1}^{(3)}
\]

gives the overlap matrix

\[
S_{jj}=j+2,\qquad S_{j,j+1}=-\tfrac12\sqrt{(j+1)(j+4)} .
\]

The vector \(b_j=\int v_j\phi\,dr\) contains \(\int x^3e^{-x}L_j^{(3)}dx\), which vanishes for \(j>0\). Its first element is \(b_0=2N_0\cdot6/16=\sqrt{3/2}\).

Pseudostates solve \(Ac=\omega Sc\). With \(T=A^{-1/2}SA^{-1/2}\) this becomes \(Ty=\tau y\), \(\tau=1/\omega\), where

\[
T_{jj}=\frac{j+2}{j+1},\qquad T_{j,j+1}=-\frac12\sqrt{\frac{j+4}{j+2}} .
\]

For a unit vector \(y\), the condition \(c^TSc=1\) requires \(c=A^{-1/2}y/\sqrt\tau\). Hence \(|p|^2=\tfrac32y_0^2/\tau\) and \(f=y_0^2\).

The dipole polarizability is \(\sum f/\omega^2=\sum y_0^2\tau^2=(T^2)_{00}=2^2+\tfrac12=\tfrac92\). This holds for every \(M\ge2\), hence also in the complete-basis limit. Two functions give the exact value because the response functions lie in their span: \(A(2r^2e^{-r})=\phi\) and \(A[(2r^2+r^3)e^{-r}]=2r^2e^{-r}\). This relies on the basis exponent matching the decay of the state, so that the response is a short polynomial times the same exponential. At the same size the velocity-form \(D\), defined next, is only 0.66.

### Velocity form

Using \(|p_n|^2\omega_n\) for pseudostates gives \(D_M=c^TAc\) with \(Sc=b\). Put \(P_j=(j+1)(j+2)(j+3)\) and \(c_j=d_j/\sqrt{P_j}\). The rows with \(j>0\) become

\[
(2j+4)d_j=(j+1)d_{j+1}+(j+3)d_{j-1}.
\]

Both \(d_j=1\) and \(d_j=P_j\) solve this, as substitution shows. For \(d_j=\mu+\nu P_j\), the first row, multiplied by \(2\sqrt6\), reads \(4d_0-d_1=6\). Since \(P_0=6\) and \(P_1=24\), the \(\nu\) terms cancel and \(\mu=2\). Truncation requires \(d_M=0\), so \(\nu=-2/P_M\). Therefore

\[
D_M=\sum_{j=0}^{M-1}\frac{4(1-P_j/P_M)^2}{(j+2)(j+3)} .
\]

Expanding the square gives three sums. The first is \(2-4/(M+2)\), by telescoping. The second is \(-(8/P_M)\sum(j+1)=-4M/[(M+2)(M+3)]\). The third is \((4/P_M^2)\sum(j+1)^2(j+2)(j+3)\to4/(5M)\). Consequently

\[
2-D_M\to\frac{4+4-4/5}{M}=\frac{36}{5M}.
\]

### Acceleration form

For true states \(a_n=\langle n|g\rangle=\omega_np_n\), so \(|a_n|^2/\omega_n\) may replace \(|p_n|^2\omega_n\). For pseudostates the two differ: the eigenvalue equation holds only when projected on the basis, and \(\phi\) is outside it.

The basis elements of \(g\) are \(g_j=\tfrac12N_j\int xe^{-x}L_j^{(3)}dx\). From \(L_j^{(3)}=\sum_i(j-i+1)L_i^{(1)}\), only \(i=0\) survives, and \(g_j=\tfrac12N_j(j+1)\). Completeness of the pseudostates within the basis gives

\[
D_M=g^TA^{-1}g=\sum_{j=0}^{M-1}\frac4{(j+2)(j+3)}=2-\frac4{M+2}.
\]

Equating either deficit to \(16/(\pi K)\) defines an effective cutoff: \(K=20M/(9\pi)\) for velocity and \(K=4M/\pi\) for acceleration at large \(M\). Inserted in (1), these predict that \(M\delta\beta\) grows with slopes \(36/5\) and 4 in \(\ln M\). This is an estimate, since a basis does not cut off sharply. Between \(M=500\) and 2000 the computed slopes are 7.171 and 4.013. At \(M=2000\) the errors are still 0.0246 and 0.0161. Changing the form improves the coefficient but leaves the law unchanged.

## Why the acceleration form is safer

On p functions \(A\) is positive, with lowest excitation energy \(3/8\). For \(\kappa\ge0\) define \(G(\kappa)=\langle g|(A+\kappa)^{-1}|g\rangle\). For any trial function \(v\) of finite energy,

\[
2\langle v|g\rangle-\langle v|A+\kappa|v\rangle
=G(\kappa)-\langle v-w|A+\kappa|v-w\rangle\le G(\kappa),
\]

where \(w=(A+\kappa)^{-1}g\). Maximizing over a basis gives its pseudostate value of \(G\), with an error quadratic in \(v-w\). At \(\kappa=0\), \(w=\phi\) and \(G(0)=D\), so the acceleration \(D\) is a lower bound that cannot decrease when functions are added.

The logarithm is built from the same quantities. Start from

\[
\ln\omega=\int_0^\infty\left[\frac1{1+\kappa}-\frac1{\omega+\kappa}\right]d\kappa
\]

and use \(1/[\omega(\omega+\kappa)]=[1/\omega-1/(\omega+\kappa)]/\kappa\). Then

\[
\sum_n\frac{|a_n|^2}{\omega_n}\ln\omega_n
=\int_0^\infty\frac{d\kappa}\kappa\left[G(\kappa)-\frac{G(0)}{1+\kappa}\right].
\]

Adding \(D\ln2\) gives \(N\). The ratio \(\beta\) itself is not a bound, because errors of \(G\) enter with both signs.

The velocity \(D\) is instead the energy of the least-squares projection of \(\phi\), which has no such protection. In the 84-function basis it exceeds 2 by \(9.2\times10^{-5}\), and \(\beta\) is too high by \(2.0\times10^{-3}\). The highest excitation energy there is \(7.1\times10^{20}\) hartree. At that energy an amplitude of \(\sqrt{9.2\times10^{-5}/7.1\times10^{20}}\approx3.6\times10^{-13}\) would suffice for the whole excess. Magnified fitting errors are thus a plausible cause, although the contributions of individual states were not separated.

## Choosing the exponents

At large \(\kappa\) and small \(r\), the function \(w\) obeys \(-\tfrac12w''+w/r^2+\kappa w\simeq2/r\). The derivative and \(\kappa\) terms balance at \(r\sim1/\sqrt{2\kappa}\). As all \(\kappa\) enter the logarithm, all short lengths are needed, and a geometric ladder \(\lambda_i=2^i\) supplies them evenly on a logarithmic scale.

If the ladder stops at \(\lambda_{\max}\), the misfit near the nucleus has the form \(r\,h(\lambda_{\max}r)\). Its kinetic energy, the integral of a squared slope of order one over a length \(1/\lambda_{\max}\), scales as \(1/\lambda_{\max}\). As long as this misfit at the top dominates, adding exponents with a fixed number of functions each makes the cutoff grow exponentially with basis size. From \(\lambda_{\max}=2^{10}\) to \(2^{16}\) the size rises from 36 to 48, while the error of \(\beta\) falls from \(6.45\times10^{-3}\) to \(1.57\times10^{-4}\), a factor of 41. This is less than \(2^6=64\) mainly because of the logarithm in (1), which grows by a factor of about 1.5 over this range; in addition \(2-D\) itself falls only by about 60.

Once the top exponent is very large, the coverage between exponents also matters; it can be improved by a smaller ratio or by more powers per exponent. At \(\lambda_{\max}=2^{16}\) a ladder of ratio 4 with more powers per exponent and 41 functions gives \(1.50\times10^{-4}\), as good as the dense one with 48. But one with ratio 4, 59 functions (two powers at each of the upper nine exponents) and the same top exponent \(4^{17}=2^{34}\) leaves an error of \(2.9\times10^{-7}\), about 200 times that of the dense ladder. The difference therefore comes from coverage below the top, not from the largest exponent.

Even in the dense ladder, \(\lambda_{\max}(2-D)\) rises from 0.78 at \(2^{16}\) to 1.32 at \(2^{34}\). Pure top truncation would keep it nearly constant. The rise shows a second misfit, below the top exponent, which a larger \(\lambda_{\max}\) does not remove: continuing the ladder to \(2^{54}\) with two powers per exponent leaves \(2-D\) at \(3.1\times10^{-11}\). Two more powers at \(\lambda=1\) do not help, but a third power at each exponent from \(2^9\) to \(2^{16}\) lowers this value to \(1.2\times10^{-13}\). The coverage just above the point where the ladder drops from three powers to two therefore matters most.

## Algorithm

Let \(I(p,s)=p!/s^{p+1}\). For \(u=r^ae^{-\lambda r}\) and \(v=r^be^{-\mu r}\), with \(a,b\ge2\) and \(s=\lambda+\mu\), the overlap is \(I(a+b,s)\). Integration by parts turns the kinetic term into \(\tfrac12\int u'v'\,dr\), and \(u'=(a/r-\lambda)u\). The matrix element of \(A\) is

\[
\begin{aligned}
A_{uv}={}&\tfrac12\big[(ab+2)I(a+b-2,s)-(a\mu+b\lambda)I(a+b-1,s)\\
&+\lambda\mu I(a+b,s)\big]-I(a+b-1,s)+\tfrac12I(a+b,s).
\end{aligned}
\]

The source elements are \(2I(a+1,\lambda+1)\) for \(\phi\) and \(2I(a-1,\lambda+1)\) for \(g\).

1. Use eight powers, \(a=2,\dots,9\), at \(\lambda=1\); three powers at each of the next eight exponents; and two at each of the remaining 26. The size is \(8+24+52=84\).
2. Normalize the functions and factor the overlap as \(S=LL^T\).
3. Form \(L^{-1}AL^{-T}\), reduce it to tridiagonal form by Householder reflections, and diagonalize by implicit QL rotations.
4. Apply the same transformations to \(L^{-1}g\). Its final components are the \(a_n\), so full eigenvectors need not be stored.
5. Sum \(|a_n|^2/\omega_n\) with and without \(\ln(2\omega_n)\), and divide.

The arithmetic carries 70 digits. In double precision, \(Ac=\omega Sc\) is resolved only to about 16 digits relative to the largest eigenvalue, whereas the energies here span more than 20 decades and the functions as a set are nearly linearly dependent. Solved that way, the 84-function basis gives negative excitation energies and a useless \(\beta\). The inverted problem \(Sc=\tau Ac\), \(\tau=1/\omega\), is much less sensitive: with functions scaled to unit diagonal of \(A\), vectors normalized by \(c^TAc=1\) and weights \(|a_n|^2/\omega_n=(g^Tc)^2\), double precision gives \(\beta\) to about \(10^{-8}\) in this basis.

## Reading the result

The dense basis gives \(\beta=2.984128554\), against 2.984128556 from the true spectrum. The mean excitation energy is \(k_0=\tfrac12e^\beta=9.8846\) hartree, or 268.97 eV. It lies far above the ionization energy because the weight \(|p_n|^2\omega_n\) decays only as \(1/k^2\) and so reaches deep into the continuum: omitting momenta above \(K=10\) alone lowers \(\beta\) by 1.059, which reduces \(k_0\) to about 3.4 hartree.

The factor \(4\alpha^3/(3\pi)\) corresponds to 1085.15 MHz per unit of \(\beta\). The acceleration-form error of the one-exponent basis at \(M=2000\) thus means \(0.0161\times1085\approx17\) MHz in the 1S shift. For the dense basis the corresponding numerical error is about \(1.6\times10^{-6}\) MHz.

This accuracy refers to the nonrelativistic definition, not to the physical level. Momenta above \(mc\), which is 137 atomic units, are needed to converge the sum, although the Schrödinger description is invalid there. By (1), stopping at \(K=137\) would change \(\beta\) by about 0.16. The full nonrelativistic value must therefore be kept when the low-energy part is joined to a relativistic high-energy part, whose calculation removes the dependence on \(\Lambda\).

For nuclear charge \(Z\) in the same approximation, lengths scale as \(1/Z\) and energies as \(Z^2\). Then \(D=2Z^4\) and \(\ln(k_0/\mathrm{Ry})=\beta+2\ln Z\), and the exponents should be multiplied by \(Z\). The numerical output shows the convergence at selected basis sizes.

## Calculated quantities

```
TRUE SPECTRUM (atomic units; beta dimensionless)
f sum: bound 0.565004, continuum 0.434996
D: bound 0.135316, continuum 1.864684, total 2.00000000
N: bound -0.028990, continuum 5.997247, total 5.96825711
beta reference = 2.984128556
df/dE at k=1: integral 0.2309054, formula 0.2309054
SHARP MOMENTUM CUTOFF K (a.u.): loss of beta, leading law
K=    10  loss 1.059098  law 0.922091
K=   100  loss 0.211933  law 0.209479
K=  1000  loss 0.032711  law 0.032675
ONE EXPONENT lambda=1, M functions (error = reference - beta)
M=   2 velocity: D=0.660000 beta=0.471016 error=2.513112
   acceleration: D=1.000000 beta=0.591337 error=2.392791; polarizability=4.500000 a.u.
M=  10 velocity: D=1.458042 beta=1.716292 error=1.267836
   acceleration: D=1.666667 beta=1.918070 error=1.066059; polarizability=4.500000 a.u.
M=  50 velocity: D=1.864808 beta=2.524518 error=0.459611
   acceleration: D=1.923077 beta=2.638398 error=0.345730; polarizability=4.500000 a.u.
M= 500 velocity: D=1.985693 beta=2.905782 error=0.078346
   acceleration: D=1.992032 beta=2.930876 error=0.053252; polarizability=4.500000 a.u.
M=2000 velocity: D=1.996406 beta=2.959572 error=0.024557
   acceleration: D=1.998002 beta=2.968034 error=0.016095; polarizability=4.500000 a.u.
velocity M(2-D) at M=2000: 7.1883 (limit 7.2)
slope of M*error in ln M: velocity 7.171, acceleration 4.013
DENSE LADDER lambda=2^i, i=0..last
powers per exponent: 8 3 3 3 3 3 3 3 3 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2 2
last= 4 size=20 lambda_max=1.600e+01 1/bohr, highest excitation 1.25e+03 hartree
   acceleration: 2-D=3.466e-02 beta=2.802365985 error=1.82e-01
   velocity: 2-D=6.180e-02 beta=2.731081158 error=2.53e-01
last=10 size=36 lambda_max=1.024e+03 1/bohr, highest excitation 2.96e+06 hartree
   acceleration: 2-D=7.112e-04 beta=2.977681150 error=6.45e-03
   velocity: 2-D=1.280e-03 beta=2.974067801 error=1.01e-02
last=16 size=48 lambda_max=6.554e+04 1/bohr, highest excitation 1.04e+10 hartree
   acceleration: 2-D=1.195e-05 beta=2.983971552 error=1.57e-04
   velocity: 2-D=2.175e-05 beta=2.983869091 error=2.59e-04
last=34 size=84 lambda_max=1.718e+10 1/bohr, highest excitation 7.11e+20 hartree
   acceleration: 2-D=7.670e-11 beta=2.984128554 error=1.46e-09
   velocity: 2-D=-9.239e-05 beta=2.986167400 error=-2.04e-03
SPARSE LADDER lambda=4^i, i=0..last: errors of beta
powers per exponent: 8 6 5 5 4 4 3 3 3 2 2 2 2 2 2 2 2 2
last= 2 size=19 acceleration 1.62e-01, velocity 2.27e-01
last= 5 size=32 acceleration 5.39e-03, velocity 8.49e-03
last= 8 size=41 acceleration 1.50e-04, velocity 1.85e-04
last=17 size=59 acceleration 2.91e-07, velocity -4.09e-02
EFFECTIVE CUTOFF FROM MISSING D; true error / law
one exponent M=2000, velocity: K=1.4170e+03 a.u., ratio 1.010
one exponent M=2000, acceleration: K=2.5490e+03 a.u., ratio 1.096
dense last=10, acceleration: K=7.1612e+03 a.u., ratio 1.081
dense last=16, acceleration: K=4.2631e+05 a.u., ratio 1.054
K for error 5e-8: 2.1e+09 a.u.
one-exponent size for error 5e-8: about 2e+09
MAIN RESULT
beta = 2.984129, ln(k0/hartree) = 2.290981
k0 = 9.8846 hartree = 268.97 eV
1S shift per unit of -beta: 1085.15 MHz
1/alpha = 137.036 a.u. of momentum (mc)
```
